\section*{The photo-Hall slope and the difference of hole and electron mobilities}

\section{What a one-carrier reading gets wrong}

Light creates electrons and holes together, and both move in a Hall measurement. Suppose the conductivity $\sigma$ and Hall coefficient $H$ of an illuminated film are read as if one carrier were present: mobility $|\sigma H|$, density $1/(e|H|)$. For the model film treated below, at its brightest illumination, this gives $10.0\ \mathrm{cm^2/Vs}$ and $4.59\times10^{15}\ \mathrm{cm^{-3}}$. The mobilities put into the model are 20 and $30\ \mathrm{cm^2/Vs}$, and the photogenerated density is $9.16\times10^{14}\ \mathrm{cm^{-3}}$. The mobility belongs to neither carrier, and the density is too large by a factor of 5.0. A lifetime calculated from that density inherits the factor.

What the data do contain is the mobility difference:
\begin{equation}
\frac{d(\sigma^2H)}{d\sigma}=\mu_p-\mu_n ,
\label{eq:main}
\end{equation}
where the derivative follows a sweep of steady light intensity. Here $\mu_p$ and $\mu_n$ are the positive magnitudes of the hole and electron mobilities, $\sigma$ is measured without magnetic field, and $H$ is positive for holes. Besides equal photogenerated densities and unit Hall factors, the result needs mobilities and dark densities that stay fixed during the sweep, a weak magnetic field, laterally uniform illumination, and a sample much wider than the carrier diffusion length.

\section{First derivation: follow the added carriers}

Let $e>0$ be the elementary charge and $p$, $n$ the free hole and electron densities. The field $B$ points along $z$ and the current flows along $x$. In steady drift,
\begin{equation}
\mathbf v_p=\mu_p(\mathbf E+\mathbf v_p\times\mathbf B),\qquad
\mathbf v_n=-\mu_n(\mathbf E+\mathbf v_n\times\mathbf B).
\label{eq:drift}
\end{equation}
Since $\mathbf v\times\mathbf B=(v_yB,-v_xB,0)$, and both $E_y$ and $v_y$ are of first order in $B$, the longitudinal velocities change only in second order. To first order,
\begin{align}
v_{p,x}&=\mu_pE_x, & v_{p,y}&=\mu_p(E_y-v_{p,x}B)=\mu_pE_y-\mu_p^2BE_x,\\
v_{n,x}&=-\mu_nE_x, & v_{n,y}&=-\mu_n(E_y-v_{n,x}B)=-\mu_nE_y-\mu_n^2BE_x .
\end{align}
The magnetic force pushes both carriers towards $-y$. Their charges are opposite, so the resulting transverse currents oppose each other. With $\mathbf J=e(p\mathbf v_p-n\mathbf v_n)$,
\begin{align}
J_x&=e(p\mu_p+n\mu_n)E_x=\sigma E_x,\\
J_y&=\sigma E_y-e(p\mu_p^2-n\mu_n^2)BE_x .
\end{align}
No net current leaves through the Hall contacts, so $J_y=0$ and
\begin{equation}
E_y=\frac{e(p\mu_p^2-n\mu_n^2)}{\sigma}\,BE_x .
\end{equation}
Dividing by $J_xB=\sigma E_xB$ gives
\begin{equation}
H\equiv\frac{E_y}{J_xB}=\frac{e(p\mu_p^2-n\mu_n^2)}{\sigma^2},
\qquad \sigma^2H=e(p\mu_p^2-n\mu_n^2).
\label{eq:Y}
\end{equation}
Multiplication by $\sigma^2$ removes the denominator and leaves a quantity linear in the densities.

Under light, $p=p_0+\Delta n$ and $n=n_0+\Delta n$, where $p_0$ and $n_0$ are the dark densities. Both free densities grow by the same amount. At fixed mobilities,
\begin{align}
d\sigma&=e(\mu_p+\mu_n)\,d\Delta n,\\
d(\sigma^2H)&=e(\mu_p^2-\mu_n^2)\,d\Delta n
=e(\mu_p-\mu_n)(\mu_p+\mu_n)\,d\Delta n .
\end{align}
The first increment is nonzero, so the ratio may be taken. The factor $e(\mu_p+\mu_n)\,d\Delta n$ cancels and Eq.~\eqref{eq:main} follows. The link between $\Delta n$ and light intensity was not used, so the recombination law does not matter.

The product rule gives a form in logarithms, valid where $H\ne0$:
\begin{equation}
\mu_p-\mu_n=2\sigma H+\sigma^2\frac{dH}{d\sigma}
=\sigma H\left(2+\frac{d\ln|H|}{d\ln\sigma}\right).
\end{equation}
It becomes awkward near a zero of $H$, where the logarithm diverges. Equation~\eqref{eq:main} stays regular there.

\section{Second derivation: follow the charge difference}

The second route keeps the magnetic field finite and never introduces $\Delta n$. Combine the in-plane components into complex numbers, $E=E_x+iE_y$ and $v=v_x+iv_y$. The vector $\mathbf v\times\mathbf B$ becomes $v_yB-iv_xB=-iBv$, and Eq.~\eqref{eq:drift} gives
\begin{equation}
v_p=\frac{\mu_pE}{1+i\mu_pB},\qquad v_n=-\frac{\mu_nE}{1-i\mu_nB}.
\end{equation}
The current is therefore $J=SE$ with
\begin{equation}
S=e\left[\frac{p\mu_p}{1+i\mu_pB}+\frac{n\mu_n}{1-i\mu_nB}\right].
\end{equation}
Zero transverse current means that $J$ is real. Then $E_y=J\,\mathrm{Im}(1/S)$, so $HB=\mathrm{Im}(1/S)$. Put the two terms of $S$ over a common denominator and invert, with $s=p\mu_p+n\mu_n=\sigma/e$ and $d=\mu_p\mu_nB(p-n)$:
\begin{align}
\frac1S&=\frac{(1+i\mu_pB)(1-i\mu_nB)}
{e[p\mu_p(1-i\mu_nB)+n\mu_n(1+i\mu_pB)]}\\
&=\frac{1+\mu_p\mu_nB^2+i(\mu_p-\mu_n)B}{e(s-id)} .
\end{align}
Multiplying numerator and denominator by $s+id$, taking the imaginary part and dividing by $B$ gives
\begin{equation}
H=\frac{(\mu_p-\mu_n)s+(1+\mu_p\mu_nB^2)\mu_p\mu_n(p-n)}{e(s^2+d^2)} .
\end{equation}
With $\sigma=es$,
\begin{equation}
\sigma^2H=\frac{(\mu_p-\mu_n)\sigma+e(1+\mu_p\mu_nB^2)\mu_p\mu_n(p-n)}{1+d^2/s^2}.
\label{eq:finite}
\end{equation}
For $(\mu_pB)^2,(\mu_nB)^2\ll1$ this reduces to
\begin{equation}
\sigma^2H=(\mu_p-\mu_n)\,\sigma+e\mu_p\mu_n(p-n).
\label{eq:line}
\end{equation}
This holds for any $p$ and $n$. Multiplying out its right side recovers Eq.~\eqref{eq:Y}, because the cross terms $\pm e\mu_p\mu_np$ and $\pm e\mu_p\mu_nn$ cancel.

Light that adds equal free densities leaves $p-n=p_0-n_0$ unchanged. A plot of $\sigma^2H$ against $\sigma$ is then a straight line of slope $\mu_p-\mu_n$ and intercept $e\mu_p\mu_n(p_0-n_0)$. Two widely separated intensities give the same slope as two neighbouring ones.

The line crosses zero, and $H$ changes sign, at
\begin{equation}
\sigma^*=-\frac{e\mu_p\mu_n(p_0-n_0)}{\mu_p-\mu_n},
\label{eq:reversal}
\end{equation}
provided that this lies in the range swept. In a p-type film with negligible $n_0$ and $\mu_n>\mu_p$, division by the dark conductivity $\sigma_0=ep_0\mu_p$ gives $\sigma^*/\sigma_0=\mu_n/(\mu_n-\mu_p)>1$, so sufficient light reaches the reversal. If $\mu_p>\mu_n$, such a film keeps its positive sign.

For equal mobilities $\mu$ the slope vanishes and $\sigma^2H=e\mu^2(p_0-n_0)$ is constant: each added pair contributes nothing to the transverse response, although it still raises the conductivity. For $\mu_n\to0$ the slope becomes $\mu_p$.

\section{What each derivation assumes}

Both derivations need a mobility for each carrier that does not change along the sweep, and neither needs a recombination law. They differ in what they can be extended to.

The first is linear in $B$ from the start and follows increments. Each increment can be altered separately, which makes it the natural route to Hall factors and varying mobilities. The second treats finite $B$, but gives every carrier of one kind the same mobility. It identifies the conserved quantity, $p-n$, and turns a local derivative into a global straight line. If $p-n$ does change, differentiating Eq.~\eqref{eq:line} at fixed mobilities gives
\begin{equation}
\frac{d(\sigma^2H)}{d\sigma}=\mu_p-\mu_n+e\mu_p\mu_n\frac{d(p-n)}{d\sigma}.
\label{eq:drifting}
\end{equation}

Neither derivation needs light absorption to be uniform in depth. In a steady, laterally uniform film, $\nabla\times\mathbf E=0$ makes $E_x$ and $E_y$ independent of $z$. The currents of all layers add, and the contacts impose zero total transverse current. Every formula then holds with $p$ and $n$ replaced by their integrals over the thickness $t$, if the mobilities are the same at all depths. The sheet conductance $\sigma_s=\sigma t$ and sheet Hall coefficient $H_s=H/t$ give
\begin{equation}
\frac{d(\sigma_s^2H_s)}{d\sigma_s}=\frac{t\,d(\sigma^2H)}{t\,d\sigma}=\mu_p-\mu_n ,
\end{equation}
so an error in the thickness does not affect the slope.

\section{From the slope to both mobilities and the lifetime}

The slope gives a difference, so a second relation is needed. In a p-type film with negligible $n_0$, the dark values are $\sigma_0=ep_0\mu_p$ and $H_0=1/(ep_0)$. Hence
\begin{equation}
\mu_p=\sigma_0H_0,\qquad \mu_n=\mu_p-\frac{d(\sigma^2H)}{d\sigma},\qquad
\Delta n=\frac{\sigma-\sigma_0}{e(\mu_p+\mu_n)} .
\label{eq:recover}
\end{equation}
In an n-type film with negligible $p_0$, the dark product is $\sigma_0H_0=-\mu_n$, and $\mu_p$ is $\mu_n$ plus the slope. With generation rate $g$ per volume, the steady-state lifetime is $\tau=\Delta n/g$.

\section{A perovskite-like film}

The example takes rough values for a p-type lead-halide perovskite film: $\mu_p=20$ and $\mu_n=30\ \mathrm{cm^2/Vs}$, $p_0=10^{12}\ \mathrm{cm^{-3}}$, thickness 500 nm, 300 K and 1 T. Recombination obeys $g=k_1\Delta n+k_2\Delta n^2$ with $k_1=10^6\ \mathrm{s^{-1}}$ and $k_2=10^{-10}\ \mathrm{cm^3/s}$. Equal free photodensities are imposed: the centres behind $k_1$ are given no charge of their own, an idealisation taken up in the last section. The synthetic data combine the zero-field $\sigma$ with $H$ from the drift equations solved at the full field:

\begin{center}
\begin{tabular}{cccc}
$g$ & $\sigma$ & $H$ & $\sigma^2H$\\
$\mathrm{cm^{-3}s^{-1}}$ & S/cm & $\mathrm{cm^3/C}$ & S\,cm/Vs\\
\hline
0 & $3.204\times10^{-6}$ & $6.24\times10^{6}$ & $6.409\times10^{-5}$\\
$3\times10^{17}$ & $5.608\times10^{-6}$ & $1.27\times10^{6}$ & $4.006\times10^{-5}$\\
$10^{18}$ & $1.121\times10^{-5}$ & $-1.27\times10^{5}$ & $-1.601\times10^{-5}$\\
$10^{19}$ & $8.323\times10^{-5}$ & $-1.06\times10^{5}$ & $-7.362\times10^{-4}$\\
$10^{20}$ & $7.964\times10^{-4}$ & $-1.24\times10^{4}$ & $-7.868\times10^{-3}$\\
$10^{21}$ & $7.342\times10^{-3}$ & $-1.36\times10^{3}$ & $-7.332\times10^{-2}$
\end{tabular}
\end{center}

The first two rows give
\begin{equation}
\frac{(4.006-6.409)\times10^{-5}}{(5.608-3.204)\times10^{-6}}
=-10.0\ \mathrm{cm^2/Vs},
\end{equation}
and every other neighbouring pair gives the same slope. The dark product is $3.204\times10^{-6}\times6.24\times10^6=20.0\ \mathrm{cm^2/Vs}$, so $\mu_n=20-(-10)=30\ \mathrm{cm^2/Vs}$.

The Hall coefficient changes sign between the second and third rows. The intercept is $9.61\times10^{-5}$ S\,cm/Vs, and Eq.~\eqref{eq:reversal} puts the reversal at $9.61\times10^{-6}$ S/cm, three times the dark conductivity. There the condition $(p_0+\Delta n)\mu_p^2=\Delta n\,\mu_n^2$ gives $\Delta n=8.0\times10^{11}\ \mathrm{cm^{-3}}$. Holes still outnumber electrons at this point, so the sign of $H$ does not show which carrier is in the majority.

At the brightest level, Eq.~\eqref{eq:recover} gives $\Delta n=9.16\times10^{14}\ \mathrm{cm^{-3}}$ and
\begin{equation}
\tau=\frac{9.16\times10^{14}}{10^{21}}\ \mathrm{s}=0.916\ \mathrm{\mu s}.
\end{equation}
At the weakest illumination $\tau=1.00\ \mathrm{\mu s}$. The fall follows from $1/\tau=k_1+k_2\Delta n$, whose second term has reached about 9\% of the first.

The factor of five in the opening can now be traced. For $\Delta n\gg p_0$, $\sigma H\to\mu_p-\mu_n$, and the one-carrier density tends to
\begin{equation}
\frac{1}{e|H|}=\frac{\sigma}{e|\sigma H|}\to
\Delta n\,\frac{\mu_p+\mu_n}{|\mu_p-\mu_n|}=5\,\Delta n .
\end{equation}
As long as the dark-carrier term in Eq.~\eqref{eq:line} stays negligible, this reading becomes worse the closer the two mobilities are.

\section{When the conditions fail}

\subsection{Trapped photocarriers}

Let a fixed fraction $\kappa$ of the photogenerated holes stay free, while all photoelectrons do: $dp=\kappa\,dn$. The first derivation then gives
\begin{equation}
\frac{d(\sigma^2H)}{d\sigma}=\frac{\kappa\mu_p^2-\mu_n^2}{\kappa\mu_p+\mu_n}.
\label{eq:kappa}
\end{equation}
For $\kappa=0.9$ the example's slope is $(360-900)/(18+30)=-11.25\ \mathrm{cm^2/Vs}$, a 12.5\% change relative to $-10$. For $\kappa=0.5$ it is $-17.5$, and for $\kappa=0$ it is $-30\ \mathrm{cm^2/Vs}$, which is $-\mu_n$. A straight plot does not exclude trapping, because a constant $\kappa$ also produces a straight line.

Traps that fill up during the sweep reveal themselves by curvature. Let the trapped hole density be $N_t\Delta n/(\Delta n+K)$, where $\Delta n$ now denotes the free photoelectrons, $N_t=10^{13}$ and $K=10^{14}\ \mathrm{cm^{-3}}$. Then $d(p-n)/d\Delta n=-N_tK/(\Delta n+K)^2$, and Eq.~\eqref{eq:drifting} gives $-11.03\ \mathrm{cm^2/Vs}$ at $\Delta n=10^{13}\ \mathrm{cm^{-3}}$ but $-10.01$ at $10^{15}\ \mathrm{cm^{-3}}$. Once the traps are nearly full, further light again adds equal free densities. A sweep confined to $\Delta n\ll K$ looks straight instead: a constant fraction $N_t/K=0.1$ of the photoholes is then trapped, and the slope is the $-11.25\ \mathrm{cm^2/Vs}$ found for $\kappa=0.9$.

\subsection{Hall factors}

If mobility depends on carrier energy, the conductivity contains the average $\langle\mu\rangle$ and the transverse response contains $\langle\mu^2\rangle$. With $r=\langle\mu^2\rangle/\langle\mu\rangle^2$ and $\mu$ now denoting the average, each $\mu^2$ in Eq.~\eqref{eq:Y} acquires a factor $r$:
\begin{equation}
\frac{d(\sigma^2H)}{d\sigma}=\frac{r_p\mu_p^2-r_n\mu_n^2}{\mu_p+\mu_n}.
\end{equation}
For acoustic-phonon scattering in a parabolic, nondegenerate band, $\mu\propto\varepsilon^{-1/2}$, where $\varepsilon$ is the energy in units of the thermal energy. The transport average has weight $\varepsilon^{3/2}e^{-\varepsilon}$, so
\begin{equation}
r=\frac{\Gamma(3/2)\,\Gamma(5/2)}{\Gamma(2)^2}=\frac{3\pi}{8}=1.178 .
\end{equation}
Applied to both carriers, this factor changes the slope to $-11.8\ \mathrm{cm^2/Vs}$. Applied to holes alone it gives $-8.6$, and to electrons alone $-13.2\ \mathrm{cm^2/Vs}$. Without these factors the hole and electron terms of the slope are $8$ and $-18\ \mathrm{cm^2/Vs}$. Equal factors multiply their sum by $r$, whereas unequal factors also change the balance between them.

\subsection{Mobilities that change with light}

Suppose that both mobilities vary as $\Delta n^a$ and that $\Delta n\gg p_0,n_0$. Then $\sigma\propto\Delta n^{1+a}$ and $\sigma^2H\propto\Delta n^{1+2a}$. Differentiation gives
\begin{equation}
\frac{d(\sigma^2H)}{d\sigma}=(\mu_p-\mu_n)\frac{1+2a}{1+a},
\end{equation}
with the mobilities taken at the local density. For $a=0.02$ the slope is $-10.2\ \mathrm{cm^2/Vs}$ where the difference is $-10$.

Heating also makes the mobilities depend on the light level, but here they fall as the light grows. With 2.3 eV photons, the brightest level absorbs $18.4\ \mathrm{mW/cm^2}$. If all of it becomes heat, a film on 1 mm of glass (conductivity roughly 1 W/m\,K) on a cooled stage warms by 0.18 K. Cooled by air alone, with a rough transfer coefficient of $10\ \mathrm{W/m^2K}$, it warms by 18 K. For an assumed mobility law $T^{-1.5}$, the local slopes at the brightest level are $-9.98$ and $-8.2\ \mathrm{cm^2/Vs}$. The second is 18\% smaller in magnitude than the 300 K difference, partly because the mobilities are lower and partly because they fall during the sweep. The plot is then curved: with air cooling, the slope between the last two light levels of the table would be $-9.0\ \mathrm{cm^2/Vs}$.

\subsection{Effects that are small here}

The finite field hardly matters. In Eq.~\eqref{eq:finite} the factor $1+\mu_p\mu_nB^2$ multiplies a constant and drops out of the slope's numerator. The remaining correction comes from $d^2/s^2$. It changes the slope by a relative $2\times10^{-12}$ at the brightest level and by $4.5\times10^{-5}$ at the dark end of the sweep. For an effective mass of 0.2 electron masses, the band density of states is $2.2\times10^{18}\ \mathrm{cm^{-3}}$. The photodensity is $4\times10^{-4}$ of this, so the carriers are nondegenerate. A 1.6 eV gap makes the dark electron density negligible.

Absorption with coefficient $10^5\ \mathrm{cm^{-1}}$ makes generation $\exp(5)\approx148$ times stronger at the front surface than at the back (145 between the centres of the outermost layers in the program). A layered calculation without diffusion still gives a sheet slope of $-10.0\ \mathrm{cm^2/Vs}$. The ambipolar diffusion length, 7.5 $\mu$m, far exceeds the thickness, so diffusion would smooth the profile unless surface recombination is fast.

The same length must be small against the sample width. Zero transverse current still leaves electrons and holes flowing together towards $-y$, so pairs pile up at one edge and are depleted at the other, within a diffusion length. If the edges do not recombine, a 1 mm wide sample gives, between the last two light levels, a slope of $-9.9\ \mathrm{cm^2/Vs}$ from the electrostatic potential, and $-9.6$ or $-10.3$ from contacts that follow the hole or the electron quasi-Fermi level. At 100 $\mu$m width these become $-9.3$, $-5.7$ and $-12.9\ \mathrm{cm^2/Vs}$. Fast edge recombination suppresses the effect.

\section{Real films}

Mobilities of tens of $\mathrm{cm^2/Vs}$ and lifetimes near a microsecond are plausible for good perovskite films, but both vary widely with preparation, as does the dark density. The chosen $p_0$ makes the dark film very resistive: $3.2\times10^{-6}$ S/cm times $5\times10^{-5}$ cm is $1.6\times10^{-10}$ S per square, or about 6 G$\Omega$ per square. This makes the dark Hall reading that fixes $\mu_p$ demanding. The film also holds only $p_0t=5\times10^7$ dark holes per $\mathrm{cm^2}$, so small changes of trapped or surface charge matter at weak light. Losing $10^7$ free holes per $\mathrm{cm^2}$ between the first two rows of the table, with the electrons unchanged, would move their slope from $-10$ to $-20.9\ \mathrm{cm^2/Vs}$. Between the last two rows the same loss changes the slope by less than $0.01\ \mathrm{cm^2/Vs}$. The recombination centres behind $k_1$ are themselves such a charge. Take $10^{14}\ \mathrm{cm^{-3}}$ midgap centres, empty of electrons in the dark, with both capture coefficients $2\times10^{-8}\ \mathrm{cm^3/s}$, so that $k_1=10^6\ \mathrm{s^{-1}}$ at high injection. The slopes between successive light levels of the table then run $+16.9$, $+12.8$, $+4.2$, $-7.0$ and $-9.9\ \mathrm{cm^2/Vs}$. With $10^{12}\ \mathrm{cm^{-3}}$ centres and coefficients $2\times10^{-6}\ \mathrm{cm^3/s}$ the first slope is still $-3.5$. The weak-light rows and the position of the sign reversal therefore belong to the idealised film. Real films also contain traps and mobile ions, which can change $p-n$ during a sweep; trapping a tenth of the photoholes already moves the example's slope by 12.5\%. Where photoholes are largely immobilised, as is often assumed for amorphous oxide semiconductors with persistent photoconductivity, the limit $\kappa\to0$ is the better starting point. The slope then approaches $-\mu_n$ if the electron mobility is constant, and reading it as $\mu_p-\mu_n$ would supply a hole mobility near zero whatever the mobility of a free hole. Equal free photodensities therefore need separate support before the slope is read as a mobility difference.

\section*{Computed results}
\begin{verbatim}
inputs: mu_p 20, mu_n 30 cm2/Vs; p0 1.0e+12 cm^-3
inputs: k1 1.0e+06 1/s; k2 1.0e-10 cm3/s
inputs: thickness 500 nm; T 300 K; B 1 T
inputs: absorption 1.0e+05 1/cm; photon 2.3 eV; mass 0.2 m_e
rows: G (cm^-3 s^-1), sigma (S/cm), H (cm3/C), sigma^2 H (S cm/Vs)
  0.0000e+00  3.2044e-06  6.2415e+06  6.4087e-05
  3.0000e+17  5.6075e-06  1.2738e+06  4.0056e-05
  1.0000e+18  1.1214e-05  -1.2733e+05  -1.6013e-05
  1.0000e+19  8.3233e-05  -1.0627e+05  -7.3620e-04
  1.0000e+20  7.9644e-04  -1.2404e+04  -7.8682e-03
  1.0000e+21  7.3418e-03  -1.3603e+03  -7.3322e-02
slopes between successive rows (cm2/Vs): [-10. -10. -10. -10. -10.]
fitted slope mu_p - mu_n: -10.000 cm2/Vs
recovered mu_p: 20.000 cm2/Vs; mu_n: 30.000 cm2/Vs
recovered photodensity (cm^-3): 3.000e+11 9.999e+11 9.990e+12 9.902e+13 9.161e+14
recovered lifetime (us): 1.0000 0.9999 0.9990 0.9902 0.9161
one-carrier reading, brightest row: mobility 9.987 cm2/Vs
one-carrier reading, brightest row: density 4.588e+15 cm^-3
one-carrier density / true photodensity: 5.01
Hall sign reversal: sigma 9.6131e-06 S/cm, photodensity 8.000e+11 cm^-3
line intercept e mu_p mu_n p0: 9.6131e-05 S cm/Vs
logarithmic form at photodensity 1e+13 cm^-3: -10.0000 cm2/Vs
sheet slope, generation front/back ratio 145: -10.0000 cm2/Vs
slope if free-hole/electron photodensity ratio is 0.9: -11.250 cm2/Vs
slope if free-hole/electron photodensity ratio is 0.5: -17.500 cm2/Vs
slope if free-hole/electron photodensity ratio is 0.0: -30.000 cm2/Vs
saturable hole trap: density 1e+13, half-filling at 1e+14 cm^-3
  slope at electron photodensity 1e+13 cm^-3: -11.026 cm2/Vs
  slope at electron photodensity 1e+15 cm^-3: -10.010 cm2/Vs
acoustic-phonon Hall factor: 1.1781
slope with this Hall factor for both: -11.781 cm2/Vs
slope with this Hall factor for holes only: -8.575 cm2/Vs
slope with this Hall factor for electrons only: -13.206 cm2/Vs
slope if mobilities vary as photodensity^0.02: -10.196 cm2/Vs
relative slope change from finite field: 1.7e-12
absorbed power, brightest row: 18.43 mW/cm2
heating: 0.18 K (1 mm glass on stage), 18.4 K (air only)
slope with mobility ~ T^-1.5, stage: -9.981 cm2/Vs
slope with mobility ~ T^-1.5, air only: -8.197 cm2/Vs
band density of states: 2.24e+18 cm^-3; filling 4.1e-04
dark electrons for a 1.6 eV gap: 6.7e-03 cm^-3
ambipolar diffusion length, brightest row: 7539 nm
\end{verbatim}
